**One-loop running of the QED charge: numerical tests**

For one Dirac fermion of mass m in d = 4 − 2ε, the program tests β(e, ε) = −εe + e³/(12π²) and its four-dimensional solution 1/e²(μ) = 1/e²(μ₀) − ln(μ/μ₀)/(6π²). Here e is the MS-bar charge at scale μ, e₀ is the bare charge, and P(Q) is the fermion loop's addition to 1/e₀² at Euclidean momentum Q. The program asserts that momentum integrals with explicit gamma matrices, taken with the Q = 0 integrand subtracted, reproduce P in d = 2 and 3 and its difference between two momenta in d = 4; because of this subtraction the absence of a photon mass is not itself tested. It also asserts the pole and finite part of P by a contour in complex ε, β(e, ε) by numerical inversion at fixed e₀, and the running formula against an ODE solver. Further assertions cover the matching to the measured charge, its slope at large Q and the decoupling at small Q. The output shows 1/α falling from 137.036 at the electron mass to 136.06 at 100 electron masses in electron-only QED. The effective charge measured at that momentum gives 136.24, and a muon loop would lower this by about 0.005.

## Program and output

```python
"""
Result under test: one-loop QED with one Dirac fermion, d = 4 - 2 eps, MS-bar:
    beta(e, eps) = mu de/dmu = -eps e + e^3/(12 pi^2),
    1/e^2(mu) = 1/e^2(mu0) - ln(mu/mu0)/(6 pi^2)   for eps -> 0.
Units hbar = c = 1 and alpha = e^2/(4 pi); fermion mass m = 1 in the tests.
e0: bare charge, e: renormalized charge, mu: MS-bar scale,
Q: Euclidean momentum, P(Q): fermion loop's addition to 1/e0^2,
so the measured charge obeys 1/e_eff^2(Q) = 1/e0^2 + P(Q).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma

pi = np.pi
pole = 1 / (12 * pi**2)
nodes, weights = np.polynomial.legendre.leggauss(200)
x = (nodes + 1) / 2
wx = weights / 2
feyn = x * (1 - x)


def loop_formula(Q, eps):
    """Derived P(Q) in d = 4 - 2 eps for m = 1."""
    integral = np.sum(wx * feyn * (1 + feyn * Q**2)**(-eps))
    return 8 * gamma(eps) * (4 * pi)**(eps - 2) * integral


def charge_shift(Q):
    """Decrease of 1/e_eff^2 between momentum 0 and Q (in units of m)."""
    return np.sum(wx * feyn * np.log(1 + feyn * Q**2)) / (2 * pi**2)


def inverse_bare(e, mu, eps):
    """1/e0^2 from the MS-bar charge e at scale mu."""
    scale = mu**2 * np.exp(np.euler_gamma) / (4 * pi)
    return scale**(-eps) * (1 / e**2 - pole / eps)


def running_e(e_start, log_ratio):
    return 1 / np.sqrt(1 / e_start**2 - log_ratio / (6 * pi**2))


# Euclidean gamma matrices: Hermitian and mutually anticommuting
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)
G = [np.kron(s1, s) for s in (s1, s2, s3)] + [np.kron(s2, np.eye(2))]
for a in range(4):
    for b in range(4):
        anti = G[a] @ G[b] + G[b] @ G[a]
        assert np.allclose(anti, 2 * (a == b) * np.eye(4))

# A zero-momentum photon insertion is a derivative of the propagator
p = np.array([0.3, -0.7, 0.5, 1.1])


def propagator(momentum):
    slash = sum(c * g for c, g in zip(momentum, G))
    return np.linalg.inv(1j * slash + np.eye(4))


for a in range(4):
    step = np.zeros(4)
    step[a] = 1e-5
    slope = (propagator(p + step) - propagator(p - step)) / 2e-5
    insertion = -propagator(p) @ (1j * G[a]) @ propagator(p)
    assert np.allclose(slope, insertion, atol=1e-8)

# Loop from its definition: momentum integral with explicit traces.
# Moderate radial order keeps subtraction rounding small at large k.
rn, rw = np.polynomial.legendre.leggauss(60)
t = (rn + 1) / 2
radius = (t / (1 - t))[:, None]
radial_w = (rw / 2 / (1 - t)**2)[:, None]
an, aw = np.polynomial.legendre.leggauss(60)
theta = (pi * (an + 1) / 2)[None, :]
theta_w = (pi * aw / 2)[None, :]
k_par = radius * np.cos(theta)
k_perp = radius * np.sin(theta)


def transverse_integrand(Q, d):
    props = []
    for sign in (1, -1):
        q0 = k_par + sign * Q / 2
        slash = q0[..., None, None] * G[0] + k_perp[..., None, None] * G[1]
        denom = (q0**2 + k_perp**2 + 1)[..., None, None]
        props.append((np.eye(4) - 1j * slash) / denom)
    total = 0
    for j in range(1, d):
        product = G[j] @ props[0] @ G[j] @ props[1]
        total = total - np.trace(product, axis1=-2, axis2=-1).real
    return total / (d - 1)


def momentum_integral(values, d):
    sphere = 2 * pi**((d - 1) / 2) / gamma((d - 1) / 2)
    measure = radius**(d - 1) * np.sin(theta)**(d - 2)
    return sphere / (2*pi)**d * np.sum(radial_w*theta_w*measure*values)


def subtracted(Q, d):
    return (transverse_integrand(Q, d) - transverse_integrand(0., d)) / Q**2


direct = {}
for d in (2, 3):
    direct[d] = momentum_integral(subtracted(2., d), d)
    assert abs(direct[d] - loop_formula(2., (4 - d) / 2)) < 1e-6
direct4 = momentum_integral(subtracted(1., 4) - subtracted(3., 4), 4)
formula4 = charge_shift(3.) - charge_shift(1.)
assert abs(direct4 - formula4) < 1e-6

# Pole and finite part from a circle in the complex eps plane
circle = 0.3 * np.exp(2j * pi * np.arange(64) / 64)
samples = np.array([loop_formula(2., z) for z in circle])
residue = np.mean(samples * circle).real
finite = np.mean(samples).real
finite_formula = -charge_shift(2.) - pole*(np.euler_gamma - np.log(4*pi))
assert abs(residue - pole) < 1e-10
assert abs(finite - finite_formula) < 1e-10

# Beta function by inverting the bare-charge relation at fixed e0
eps_test, e_test, h = 0.1, 0.5, 1e-4
fixed = inverse_bare(e_test, 1., eps_test)


def charge_at(log_mu):
    def mismatch(e):
        return inverse_bare(e, np.exp(log_mu), eps_test) - fixed
    return brentq(mismatch, 0.1, 2., xtol=1e-14, rtol=1e-14)


beta_numeric = (charge_at(h) - charge_at(-h)) / (2 * h)
beta_formula = -eps_test * e_test + e_test**3 * pole
assert abs(beta_numeric - beta_formula) < 1e-7

# Closed running formula against an ODE solver, close to the divergence
e_strong = 3.
log_pole_strong = 6 * pi**2 / e_strong**2
log_end = 0.99 * log_pole_strong
ode = solve_ivp(lambda s, e: e**3 * pole, (0, log_end), [e_strong],
                method="DOP853", rtol=1e-11, atol=1e-12)
assert ode.success
e_ode = ode.y[0, -1]
e_closed = running_e(e_strong, log_end)
assert abs(e_ode / e_closed - 1) < 1e-6

# Physical input and the matching of MS-bar to the measured charge
alpha = constants.fine_structure
e_phys = np.sqrt(4 * pi * alpha)
table = constants.physical_constants
m_e = table["electron mass energy equivalent in MeV"][0]
m_mu = table["muon mass energy equivalent in MeV"][0]
tiny = 1e-8   # neglected terms are of order tiny * log(mu^2) / e^2
for mu in (1., 10., 100.):
    e_mu = running_e(e_phys, np.log(mu))
    for Q in (0., 5.):
        total = inverse_bare(e_mu, mu, tiny) + loop_formula(Q, tiny)
        assert abs(total - (1 / e_phys**2 - charge_shift(Q))) < 5e-6


# Slope of the measured charge: beta function at large Q, decoupling at small Q
def e_effective(Q):
    return 1 / np.sqrt(1 / e_phys**2 - charge_shift(Q))


def slope_ratio(Q):
    up, down = Q * np.exp(1e-3), Q * np.exp(-1e-3)
    return (charge_shift(up) - charge_shift(down)) / 2e-3 * 6 * pi**2


Q_big = 1000.
slope = (e_effective(Q_big*np.exp(1e-3))
         - e_effective(Q_big*np.exp(-1e-3))) / 2e-3
beta_ratio = slope / (e_effective(Q_big)**3 * pole)
assert abs(beta_ratio - 1) < 1e-4
assert abs(slope_ratio(0.1) / (0.1**2 / 5) - 1) < 0.01
large_Q_formula = pole * (np.log(Q_big**2) - 5 / 3)
assert abs(charge_shift(Q_big) - large_Q_formula) < 1e-6

print("TESTS (m = 1, hbar = c = 1)")
print(f"P(Q=2), d=2, momentum integral: {direct[2]:.8f} m^-2")
print(f"P(Q=2), d=2, formula:           {loop_formula(2., 1.):.8f} m^-2")
print(f"P(Q=2), d=3, momentum integral: {direct[3]:.8f} m^-1")
print(f"P(Q=2), d=3, formula:           {loop_formula(2., .5):.8f} m^-1")
print(f"P(1)-P(3), d=4, momentum int.:  {direct4:.8f} (no unit)")
print(f"P(1)-P(3), d=4, formula:        {formula4:.8f} (no unit)")
print(f"residue of P at eps=0, contour: {residue:.10f} (no unit)")
print(f"1/(12 pi^2):                    {pole:.10f} (no unit)")
print(f"finite part at Q=2, contour:    {finite:.10f} (no unit)")
print(f"finite part at Q=2, formula:    {finite_formula:.10f} (no unit)")
print(f"beta test inputs: e={e_test}, eps={eps_test} (no unit)")
print(f"beta at fixed e0, numerical:    {beta_numeric:.8f} (no unit)")
print(f"beta(e,eps), formula:           {beta_formula:.8f} (no unit)")
print(f"ODE test: start e={e_strong}, end ln ratio={log_end:.5f} (no unit)")
print(f"e at end, ODE / formula: {e_ode:.6f} / {e_closed:.6f} (no unit)")
print(f"e_eff slope / beta at Q=1000 m: {beta_ratio:.7f} (no unit)")
print("EXAMPLE: electron-only QED")
print(f"alpha at low energy:            {alpha:.9f} (no unit)")
print(f"1/alpha at low energy:          {1/alpha:.6f} (no unit)")
print(f"e at low energy:                {e_phys:.7f} (no unit)")
print(f"beta(e) at mu=m_e:              {e_phys**3*pole:.6e} (no unit)")
print(f"electron mass:                  {m_e:.6f} MeV")
print(f"muon mass:                      {m_mu:.4f} MeV")
for mu in (10., 100.):
    e_mu = running_e(e_phys, np.log(mu))
    a_mu = e_mu**2 / (4 * pi)
    print(f"mu = {mu:.0f} m_e:  {mu*m_e:.4f} MeV")
    print(f"  e(mu):                        {e_mu:.7f} (no unit)")
    print(f"  alpha(mu):                    {a_mu:.9f} (no unit)")
    print(f"  1/alpha(mu):                  {1/a_mu:.6f} (no unit)")
    print(f"  rise of alpha:                {100*(a_mu/alpha-1):.4f} percent")
    inv_eff = 4 * pi / e_effective(mu)**2
    print(f"  1/alpha_eff(Q=mu):            {inv_eff:.6f} (no unit)")
muon_shift = 4 * pi * charge_shift(100 * m_e / m_mu)
electron_shift = 4 * pi * charge_shift(100.)
print(f"drop of 1/alpha_eff at Q=100 m_e, electron: {electron_shift:.6f}")
print(f"drop of 1/alpha_eff at Q=100 m_e, muon:     {muon_shift:.6f}")
for Q in (0.1, 1., 10., 100.):
    print(f"slope / asymptotic slope, Q={Q:g} m_e: {slope_ratio(Q):.6f}")
log_landau = 6 * pi**2 / e_phys**2
print(f"ln(mu_L/m_e):                   {log_landau:.4f} (no unit)")
print(f"log10(mu_L/m_e):                {log_landau/np.log(10):.4f} (no unit)")
print(f"log10(mu_L/MeV): {log_landau/np.log(10)+np.log10(m_e):.4f} (no unit)")
print("every check passed")
```

Printed output:

```
TESTS (m = 1, hbar = c = 1)
P(Q=2), d=2, momentum integral: 0.05996557 m^-2
P(Q=2), d=2, formula:           0.05996557 m^-2
P(Q=2), d=3, momentum integral: 0.03978874 m^-1
P(Q=2), d=3, formula:           0.03978874 m^-1
P(1)-P(3), d=4, momentum int.:  0.00700934 (no unit)
P(1)-P(3), d=4, formula:        0.00700934 (no unit)
residue of P at eps=0, contour: 0.0084434320 (no unit)
1/(12 pi^2):                    0.0084434320 (no unit)
finite part at Q=2, contour:    0.0116014847 (no unit)
finite part at Q=2, formula:    0.0116014847 (no unit)
beta test inputs: e=0.5, eps=0.1 (no unit)
beta at fixed e0, numerical:    -0.04894457 (no unit)
beta(e,eps), formula:           -0.04894457 (no unit)
ODE test: start e=3.0, end ln ratio=6.51394 (no unit)
e at end, ODE / formula: 30.000000 / 30.000000 (no unit)
e_eff slope / beta at Q=1000 m: 0.9999940 (no unit)
EXAMPLE: electron-only QED
alpha at low energy:            0.007297353 (no unit)
1/alpha at low energy:          137.035999 (no unit)
e at low energy:                0.3028221 (no unit)
beta(e) at mu=m_e:              2.344670e-04 (no unit)
electron mass:                  0.510999 MeV
muon mass:                      105.6584 MeV
mu = 10 m_e:  5.1100 MeV
  e(mu):                        0.3033634 (no unit)
  alpha(mu):                    0.007323466 (no unit)
  1/alpha(mu):                  136.547375 (no unit)
  rise of alpha:                0.3578 percent
  1/alpha_eff(Q=mu):            136.718170 (no unit)
mu = 100 m_e:  51.0999 MeV
  e(mu):                        0.3039077 (no unit)
  alpha(mu):                    0.007349766 (no unit)
  1/alpha(mu):                  136.058752 (no unit)
  rise of alpha:                0.7183 percent
  1/alpha_eff(Q=mu):            136.235527 (no unit)
drop of 1/alpha_eff at Q=100 m_e, electron: 0.800472
drop of 1/alpha_eff at Q=100 m_e, muon:     0.004843
slope / asymptotic slope, Q=0.1 m_e: 0.001996
slope / asymptotic slope, Q=1 m_e: 0.164907
slope / asymptotic slope, Q=10 m_e: 0.945442
slope / asymptotic slope, Q=100 m_e: 0.999401
ln(mu_L/m_e):                   645.7669 (no unit)
log10(mu_L/m_e):                280.4530 (no unit)
log10(mu_L/MeV): 280.1614 (no unit)
every check passed
```
